# Renormalized Euler steps can amplify spin precession: verification in Python

```python
"""Explicit Euler with renormalization for a damped spin.

Result under test: for dm/dt = -gamma m x B + alpha m x dm/dt with B along z,
an Euler step h followed by m -> m/|m| amplifies small deviations from +z
exactly when h > 2 alpha/(gamma B). Above that limit the spin keeps unit
length but settles on a false precession cone.

Symbols: m unit spin; alpha Gilbert damping; gamma gyromagnetic ratio;
omega = gamma B (rad/ps); h step (ps); w = omega h; k = 1 + alpha^2.
Times are in ps and fields in T unless a name says otherwise.
"""
import numpy as np
from scipy.constants import hbar, mu_0, physical_constants
from scipy.constants import k as k_boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(7)
Z_AXIS = np.array([0.0, 0.0, 1.0])


def gilbert_rate(m, omega_vec, alpha):
    """Solve the implicit Gilbert equation for dm/dt; m has shape (N, 3)."""
    skew = np.zeros((len(m), 3, 3))
    skew[:, 0, 1], skew[:, 0, 2] = -m[:, 2], m[:, 1]
    skew[:, 1, 0], skew[:, 1, 2] = m[:, 2], -m[:, 0]
    skew[:, 2, 0], skew[:, 2, 1] = -m[:, 1], m[:, 0]
    torque = -np.cross(m, omega_vec)
    return np.linalg.solve(np.eye(3) - alpha * skew, torque[..., None])[..., 0]


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def explicit_rate(m, omega_vec, alpha):
    torque = cross(m, omega_vec)
    return -(torque + alpha * cross(m, torque)) / (1 + alpha**2)


def random_spins(n):
    v = rng.normal(size=(n, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def step_jacobian(field, n, h, alpha, renormalize=True):
    """Finite-difference Jacobian of one Euler step at the state all along +z."""
    def step(q):
        xy = q.reshape(n, 2)
        z = np.sqrt(1 - (xy**2).sum(axis=1))
        m = np.column_stack([xy, z])
        new = m + h * gilbert_rate(m, field(m), alpha)
        if renormalize:
            new = new / np.linalg.norm(new, axis=1)[:, None]
        return new[:, :2].ravel()
    delta = 1e-5
    columns = []
    for j in range(2 * n):
        e = np.zeros(2 * n)
        e[j] = delta
        columns.append((step(e) - step(-e)) / (2 * delta))
    return np.array(columns).T


def radius(matrix):
    return np.abs(np.linalg.eigvals(matrix)).max()


def stability_limit(field, n, alpha):
    return brentq(lambda h: radius(step_jacobian(field, n, h, alpha)) - 1,
                  1e-3, 50.0, xtol=1e-12)


def tilt_deg(m):
    return np.degrees(np.arctan2(np.hypot(m[..., 0], m[..., 1]), m[..., 2]))


def start_at(angle_deg):
    t = np.radians(angle_deg)
    return np.array([np.sin(t), 0.0, np.cos(t)])


def euler_path(m, omega, alpha, h, steps, renormalize=True):
    omega_vec = omega * Z_AXIS
    path = np.empty((steps + 1, 3))
    path[0] = m
    for i in range(steps):
        m = m + h * explicit_rate(m, omega_vec, alpha)
        if renormalize:
            m = m / np.sqrt(m @ m)
        path[i + 1] = m
    return path


def cone_cosine(alpha, w):
    k = 1 + alpha**2
    a = w * (1 + alpha**2 / k)
    return (alpha + np.sqrt(alpha**2 + a * alpha**2 * w / k)) / a


# Rough typical values for nickel near room temperature, and chosen conditions
g_factor, alpha = 2.2, 0.04
Ms = 4.9e5            # A/m
K1 = -5.0e3           # J/m^3
A_ex = 8.0e-12        # J/m
diameter, cell = 20e-9, 2e-9   # m
B, temperature = 0.5, 300.0    # T, K
h = 1.0               # ps
gamma = g_factor * physical_constants["Bohr magneton"][0] / hbar * 1e-12
omega = gamma * B
k = 1 + alpha**2
w = omega * h
h_c = 2 * alpha / omega


def uniform(m):
    return np.tile(omega * Z_AXIS, (len(m), 1))


# Explicit rate against the implicit equation, and length after a raw step
for a in (0.0, 0.04, 0.9):
    spins = random_spins(20)
    rates = gilbert_rate(spins, uniform(spins), a)
    formula = np.array([explicit_rate(s, omega * Z_AXIS, a) for s in spins])
    assert np.allclose(rates, formula, rtol=1e-10, atol=1e-14)
    length2 = ((spins + 3.0 * rates)**2).sum(axis=1)
    expected = 1 + (3 * omega)**2 * (1 - spins[:, 2]**2) / (1 + a**2)
    assert np.allclose(length2, expected, rtol=1e-11)

# Exact relaxation law against a high-order integration
sol = solve_ivp(lambda t, y: gilbert_rate(y[None], omega * Z_AXIS[None], alpha)[0],
                (0, 200), start_at(120), method="DOP853", rtol=1e-10, atol=1e-12)
law = 2 * np.degrees(np.arctan(np.tan(np.radians(60))
                               * np.exp(-alpha * omega * 200 / k)))
assert abs(tilt_deg(sol.y[:, -1]) - law) < 1e-5

# Linear amplification factor and stability limit from the full step
for a in (0.01, 0.04, 0.3, 0.9):
    for step in (0.2, 1.0, 8.0):
        ws = omega * step
        growth = np.sqrt(1 + ws * (ws - 2 * a) / (1 + a**2))
        with_norm = radius(step_jacobian(uniform, 1, step, a))
        without = radius(step_jacobian(uniform, 1, step, a, False))
        assert abs(with_norm - growth) < 1e-8
        assert abs(without - growth) < 1e-8
    assert abs(stability_limit(uniform, 1, a) * omega / (2 * a) - 1) < 1e-5
assert radius(step_jacobian(uniform, 1, 0.01, 0.0)) > 1
h_c_numeric = stability_limit(uniform, 1, alpha)


# Global direction of the change of m_z in one renormalized step
def one_step_z(spins, a, ws):
    field = np.tile(Z_AXIS, (len(spins), 1))
    new = spins + ws * gilbert_rate(spins, field, a)
    return new[:, 2] / np.linalg.norm(new, axis=1)


for a, ws in ((0.04, 0.07), (0.3, 0.59), (1.5, 2.9)):
    spins = random_spins(3000)
    assert np.all(one_step_z(spins, a, ws) > spins[:, 2])
for a, ws in ((alpha, w), (0.3, 0.9), (0.01, 0.5)):
    spins = random_spins(3000)
    c_star = cone_cosine(a, ws)
    clear = np.abs(spins[:, 2] - c_star) > 1e-6
    change = one_step_z(spins, a, ws) - spins[:, 2]
    assert np.all((np.sign(change) == np.sign(c_star - spins[:, 2]))[clear])

# Long runs above the limit reach the same false cone from any start
steps = 30000
cone_tilt = np.degrees(np.arccos(cone_cosine(alpha, w)))
path = euler_path(start_at(1.0), omega, alpha, h, steps)
assert abs(tilt_deg(path[-1]) - cone_tilt) < 1e-6
for angle in (90.0, 175.0):
    other = euler_path(start_at(angle), omega, alpha, h, steps)
    assert abs(tilt_deg(other[-1]) - cone_tilt) < 1e-6
for angle in (5.0, 100.0, 170.0):
    other = euler_path(start_at(angle), 1.0, 0.2, 0.8, 3000)
    assert abs(other[-1, 2] - cone_cosine(0.2, 0.8)) < 1e-9
turn = np.angle((path[-1, 0] + 1j * path[-1, 1])
                / (path[-2, 0] + 1j * path[-2, 1]))
cone_GHz = turn / (2 * np.pi * h) * 1e3
true_GHz = omega / k / (2 * np.pi) * 1e3
turn_formula = np.angle(1 + w * (1j - alpha * cone_cosine(alpha, w)) / k)
assert abs(turn - turn_formula) < 1e-9

# Without renormalization the spin aligns but has the wrong length
raw = euler_path(start_at(1.0), omega, alpha, h, steps, renormalize=False)
raw_length = np.linalg.norm(raw[-1])
assert abs(raw_length - (w / alpha - 1)) < 0.02
assert tilt_deg(raw[-1]) < 0.01

# Damping that Euler really delivers below the limit
true_rate = alpha * omega / k
damping_ratio = {}
for step in (0.01, 0.1, 0.4):
    small = euler_path(start_at(0.1), omega, alpha, step, 2000)
    measured = np.log(tilt_deg(small[0]) / tilt_deg(small[-1])) / (2000 * step)
    damping_ratio[step] = measured / true_rate
    assert abs(damping_ratio[step] - (1 - step / h_c)) < 0.005

# Implicit midpoint at the same step, and its linear factor at large steps
m_mid = start_at(1.0)
for _ in range(1000):
    new = m_mid
    for _ in range(14):
        new = m_mid + h * explicit_rate((m_mid + new) / 2, omega * Z_AXIS, alpha)
    m_mid = new
exact_1ns = 2 * np.degrees(np.arctan(np.tan(np.radians(0.5))
                                     * np.exp(-true_rate * 1000)))
assert abs(np.linalg.norm(m_mid) - 1) < 1e-10
assert abs(tilt_deg(m_mid) / exact_1ns - 1) < 0.02
generator = step_jacobian(uniform, 1, 1.0, alpha, False) - np.eye(2)
for step in (1.0, 10.0, 100.0, 1000.0):
    half = step * generator / 2
    assert radius(np.linalg.solve(np.eye(2) - half, np.eye(2) + half)) < 1

# Film magnetized in its plane: elliptical precession
B_demag = mu_0 * Ms


def film(m):
    out = uniform(m)
    out[:, 0] -= gamma * B_demag * m[:, 0]
    return out


film_limit = stability_limit(film, 1, alpha)
film_formula = alpha * (1 / (gamma * (B + B_demag)) + 1 / omega)
assert abs(film_limit / film_formula - 1) < 1e-5

# Exchange-coupled chain: the mode of largest field sets the limit
adjacency = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
laplacian = np.diag(adjacency.sum(axis=1)) - adjacency
chain_limit = stability_limit(
    lambda m: uniform(m) + 2 * omega * adjacency @ m, 4, alpha)
chain_top = omega * (1 + 2 * np.linalg.eigvalsh(laplacian)[-1])
assert abs(chain_limit * chain_top / (2 * alpha) - 1) < 1e-5

# Nickel sphere cut into cubic cells
n_side = round(diameter / cell)
axis = np.arange(n_side) - (n_side - 1) / 2
grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
grid = grid[(grid**2).sum(axis=1) <= (n_side / 2)**2]
dist2 = ((grid[:, None] - grid[None])**2).sum(axis=2)
links = (np.abs(dist2 - 1) < 1e-9).astype(float)
top = np.linalg.eigvalsh(np.diag(links.sum(axis=1)) - links)[-1]
B_top = B + 2 * A_ex / (Ms * cell**2) * top
mesh_limit = 2 * alpha / (gamma * B_top)

# Cubic anisotropy: stiffness field about the <111> axis from the energy
easy = np.ones(3) / np.sqrt(3)
sides = (np.array([1, -1, 0]) / np.sqrt(2), np.array([1, 1, -2]) / np.sqrt(6))


def cubic_energy(side, t):
    a2 = (np.cos(t) * easy + np.sin(t) * side)**2
    return K1 * (a2[0] * a2[1] + a2[1] * a2[2] + a2[2] * a2[0])


d = 1e-3
stiff = [(cubic_energy(s, d) + cubic_energy(s, -d) - 2 * cubic_energy(s, 0))
         / d**2 / Ms for s in sides]
assert np.allclose(stiff, -4 * K1 / (3 * Ms), rtol=1e-4)
B_cubic = stiff[0]
cubic_limit = 2 * alpha / (gamma * (B + B_cubic))

# Thermal tilt from the Boltzmann average of sin^2(theta)
moment = Ms * np.pi * diameter**3 / 6
x = moment * B / (k_boltzmann * temperature)
weight = quad(lambda v: np.exp(-v), 0, 60)[0]
mean_sin2 = quad(lambda v: np.exp(-v) * (1 - (1 - v / x)**2), 0, 60)[0] / weight
assert abs(mean_sin2 * x / 2 - 1) < 0.01
thermal_tilt = np.degrees(np.sqrt(mean_sin2))

G_abs = np.sqrt(1 + w * (w - 2 * alpha) / k)
print(f"g factor (rough, nickel): {g_factor}")
print(f"Gilbert damping alpha (rough, nickel): {alpha}")
print(f"magnetization (rough, nickel): {Ms/1e3:.0f} kA/m")
print(f"cubic anisotropy K1 (rough, nickel): {K1/1e3:.0f} kJ/m3")
print(f"exchange stiffness (rough, nickel): {A_ex*1e12:.0f} pJ/m")
print(f"sphere diameter: {diameter*1e9:.0f} nm; cell edge: {cell*1e9:.0f} nm")
print(f"field: {B} T; temperature: {temperature:.0f} K")
print(f"gamma: {gamma:.5f} rad/(ps T)")
print(f"omega = gamma B: {omega:.5f} rad/ps")
print(f"true precession frequency: {true_GHz:.3f} GHz")
print(f"true precession period: {1e3/true_GHz:.2f} ps")
print(f"true decay time of small tilt: {1/true_rate:.1f} ps")
print(f"step limit 2 alpha/(gamma B): {h_c:.4f} ps")
print(f"step limit from Jacobian root search: {h_c_numeric:.4f} ps")
print(f"chosen step: {h} ps; w = omega h: {w:.5f}")
print(f"steps per true period: {1e3/true_GHz/h:.1f}")
print(f"amplification per step |G|: {G_abs:.7f}")
print(f"e-folding time of small deviations: {h/np.log(G_abs):.0f} ps")
for n in (0, 1000, 3000, 10000, 30000):
    print(f"renormalized Euler, tilt at {n*h/1e3:.0f} ns: {tilt_deg(path[n]):.3f} deg")
print(f"exact tilt at 1 ns from 1 deg: {exact_1ns:.5f} deg")
print(f"implicit midpoint tilt at 1 ns, same step: {tilt_deg(m_mid):.5f} deg")
print(f"false cone, cosine from formula: {cone_cosine(alpha, w):.5f}")
print(f"false cone, small-w estimate 2 alpha/w: {2*alpha/w:.5f}")
print(f"false cone, tilt from formula: {cone_tilt:.3f} deg")
print(f"frequency on false cone: {cone_GHz:.3f} GHz")
print(f"no renormalization, length at 30 ns: {raw_length:.4f}")
print(f"no renormalization, estimate w/alpha - 1: {w/alpha-1:.4f}")
print(f"no renormalization, tilt at 30 ns: {tilt_deg(raw[-1]):.1e} deg")
for step, ratio in damping_ratio.items():
    print(f"step {step} ps: decay rate/true {ratio:.4f}; 1-h/h_c {1-step/h_c:.4f}")
print(f"cubic anisotropy field about <111>: {B_cubic*1e3:.1f} mT")
print(f"step limit with cubic anisotropy: {cubic_limit:.4f} ps")
print(f"magnetic energy/thermal energy: {x:.0f}")
print(f"thermal rms tilt (root mean sin^2): {thermal_tilt:.2f} deg")
print(f"mu0 Ms: {B_demag:.3f} T; in-plane film step limit: {film_limit:.4f} ps")
print(f"cells in sphere: {len(grid)}; top Laplacian eigenvalue: {top:.3f} /cell^2")
print(f"largest mode field in meshed sphere: {B_top:.1f} T")
print(f"step limit for meshed sphere: {mesh_limit*1e3:.2f} fs")
print("verified")
```

Running it gives:

```
g factor (rough, nickel): 2.2
Gilbert damping alpha (rough, nickel): 0.04
magnetization (rough, nickel): 490 kA/m
cubic anisotropy K1 (rough, nickel): -5 kJ/m3
exchange stiffness (rough, nickel): 8 pJ/m
sphere diameter: 20 nm; cell edge: 2 nm
field: 0.5 T; temperature: 300 K
gamma: 0.19347 rad/(ps T)
omega = gamma B: 0.09674 rad/ps
true precession frequency: 15.371 GHz
true precession period: 65.06 ps
true decay time of small tilt: 258.9 ps
step limit 2 alpha/(gamma B): 0.8270 ps
step limit from Jacobian root search: 0.8270 ps
chosen step: 1.0 ps; w = omega h: 0.09674
steps per true period: 65.1
amplification per step |G|: 1.0008078
e-folding time of small deviations: 1238 ps
renormalized Euler, tilt at 0 ns: 1.000 deg
renormalized Euler, tilt at 1 ns: 2.238 deg
renormalized Euler, tilt at 3 ns: 10.665 deg
renormalized Euler, tilt at 10 ns: 34.142 deg
renormalized Euler, tilt at 30 ns: 34.146 deg
exact tilt at 1 ns from 1 deg: 0.02100 deg
implicit midpoint tilt at 1 ns, same step: 0.02119 deg
false cone, cosine from formula: 0.82761
false cone, small-w estimate 2 alpha/w: 0.82700
false cone, tilt from formula: 34.146 deg
frequency on false cone: 15.373 GHz
no renormalization, length at 30 ns: 1.4212
no renormalization, estimate w/alpha - 1: 1.4184
no renormalization, tilt at 30 ns: 1.1e-08 deg
step 0.01 ps: decay rate/true 0.9879; 1-h/h_c 0.9879
step 0.1 ps: decay rate/true 0.8794; 1-h/h_c 0.8791
step 0.4 ps: decay rate/true 0.5167; 1-h/h_c 0.5163
cubic anisotropy field about <111>: 13.6 mT
step limit with cubic anisotropy: 0.8051 ps
magnetic energy/thermal energy: 248
thermal rms tilt (root mean sin^2): 5.14 deg
mu0 Ms: 0.616 T; in-plane film step limit: 0.5988 ps
cells in sphere: 552; top Laplacian eigenvalue: 11.611 /cell^2
largest mode field in meshed sphere: 95.3 T
step limit for meshed sphere: 4.34 fs
verified
```
